# Dirac states at Γ in graphene with one impurity per 3×3 supercell: verification in Python

```python
"""
Result under test: nearest-neighbour graphene with one on-site impurity U in
each 3x3 supercell has exactly three zero-energy states at supercell Gamma.
The clean crystal has four there (K and K', sublattices A and B).
Symbols: t hopping (matrix element -t), U impurity on-site energy,
E4 energy of the displaced fourth Dirac state, G00 clean Green function at
the impurity site, t2 second-neighbour hopping (matrix element -t2),
U1 potential on the three neighbours, delta change of impurity bonds.
All energies are in eV.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import k as k_boltzmann, e as e_charge


def site(i, j, sub, n):
    return 2 * ((i % n) * n + (j % n)) + sub


def clean_hamiltonian(n, t, t2=0.0):
    """Real-space Hamiltonian of an n x n supercell at its Gamma point."""
    h = np.zeros((2 * n * n, 2 * n * n))
    for i in range(n):
        for j in range(n):
            a = site(i, j, 0, n)
            for di, dj in ((0, 0), (-1, 0), (0, -1)):
                b = site(i + di, j + dj, 1, n)
                h[a, b] -= t
                h[b, a] -= t
            for sub in (0, 1):
                p = site(i, j, sub, n)
                for di, dj in ((1, 0), (0, 1), (1, -1)):
                    q = site(i + di, j + dj, sub, n)
                    h[p, q] -= t2
                    h[q, p] -= t2
    return h


def with_impurity(h, u, where=0):
    out = h.copy()
    out[where, where] += u
    return out


def count_at(h, energy=0.0):
    return int(np.sum(np.abs(np.linalg.eigvalsh(h) - energy) < 1e-9))


def unfolded_weight(psi, m1, m2, n=3):
    """Weight of psi on primitive wavevector phases 2 pi (m1, m2) / n."""
    grid = psi.reshape(n, n, 2)
    i, j = np.meshgrid(range(n), range(n), indexing="ij")
    wave = np.exp(-2j * np.pi * (m1 * i + m2 * j) / n) / n
    return sum(abs(np.sum(wave * grid[:, :, s])) ** 2 for s in (0, 1))


t, U = 2.7, -5.0
t2, U1, delta = 0.1, -1.0, 0.2
lattice_nm, temperature = 0.246, 300.0
H0 = clean_hamiltonian(3, t)
H = with_impurity(H0, U)

# Folding: the clean spectrum and controls with other supercells
clean = np.linalg.eigvalsh(H0)
n_clean = count_at(H0)
n_root3 = count_at(H0, np.sqrt(3) * t)
n_three = count_at(H0, 3 * t)
assert (n_clean, n_root3, n_three) == (4, 6, 1)
n_four_cell = count_at(clean_hamiltonian(4, t))
assert n_four_cell == 0
n_six_cell = count_at(with_impurity(clean_hamiltonian(6, t), U))
assert n_six_cell == 3

# Exactly three zeros for every impurity site and a range of strengths
for strength in (-50.0, -5.0, -0.3, 0.3, 2.0, 40.0):
    for where in range(18):
        assert count_at(with_impurity(H0, strength, where)) == 3
n_impurity = count_at(H)

# Explicit zero modes, and their span compared with the numerical null space
i, j = np.meshgrid(range(3), range(3), indexing="ij")
phase = 2 * np.pi * (i + 2 * j) / 3
modes = np.zeros((3, 3, 3, 2))
modes[0, :, :, 0] = np.sin(phase)
modes[1, :, :, 1] = np.cos(phase)
modes[2, :, :, 1] = np.sin(phase)
modes = modes.reshape(3, 18) * np.sqrt(2 / 9)
energies, vectors = np.linalg.eigh(H)
null = vectors[:, np.abs(energies) < 1e-9]
assert np.allclose(modes.T @ modes, null @ null.T, atol=1e-10)
weight_A_K = unfolded_weight(modes[0], 1, 2)
weight_A_Kp = unfolded_weight(modes[0], 2, 1)
assert np.allclose([weight_A_K, weight_A_Kp], 0.5)


# Fourth state: closed Green function against direct diagonalization
def G00(E):
    return (2 / E + E / (E**2 - 9 * t**2) + 6 * E / (E**2 - 3 * t**2)) / 9


def fourth_by_diagonalization(u):
    """For u < 0: the only level between -sqrt(3) t and zero."""
    ev, vec = np.linalg.eigh(with_impurity(H0, u))
    pick = np.where((ev > -np.sqrt(3) * t + 1e-6) & (ev < -1e-6))[0]
    assert len(pick) == 1
    return ev[pick[0]], vec[:, pick[0]]


for u in (-0.5, -5.0, -30.0):
    root = brentq(lambda E: G00(E) - 1 / u,
                  -np.sqrt(3) * t + 1e-9, -1e-9, xtol=1e-13)
    assert abs(root - fourth_by_diagonalization(u)[0]) < 1e-8
E4, psi4 = fourth_by_diagonalization(U)
weight4 = unfolded_weight(psi4, 1, 2) + unfolded_weight(psi4, 2, 1)
r3 = np.sqrt(3) * t
minus_slope = (2 / E4**2
               + 0.5 * (1 / (E4 - 3 * t)**2 + 1 / (E4 + 3 * t)**2)
               + 3 * (1 / (E4 - r3)**2 + 1 / (E4 + r3)**2)) / 9
assert abs(weight4 - (2 / 9) / E4**2 / minus_slope) < 1e-9


def weak_series(u):
    return 2 * u / 9 * (1 - 38 * u**2 / (729 * t**2))


u_weak = -0.1 * t
assert abs(fourth_by_diagonalization(u_weak)[0] / weak_series(u_weak) - 1) < 1e-5

# Vacancy limit: delete the impurity site altogether
H_vac = np.delete(np.delete(H0, 0, axis=0), 0, axis=1)
n_vacancy = count_at(H_vac)
assert n_vacancy == 3
E_limit = t * np.sqrt((9 - np.sqrt(57)) / 2)
vac = np.linalg.eigvalsh(H_vac)
assert abs(np.min(vac[vac > 1e-6]) - E_limit) < 1e-9
assert abs(fourth_by_diagonalization(-1e5 * t)[0] + E_limit) < 1e-4

# Effects outside the one-site model
neighbours = [site(0, 0, 1, 3), site(-1, 0, 1, 3), site(0, -1, 1, 3)]


def change_bonds(h, amount, which):
    out = h.copy()
    for b in which:
        out[0, b] -= amount
        out[b, 0] -= amount
    return out


def neighbour_potential(h, u1):
    out = h.copy()
    for b in neighbours:
        out[b, b] += u1
    return out


def nearest_three(h):
    ev = np.linalg.eigvalsh(h)
    return ev[np.argsort(np.abs(ev))[:3]]


n_equal_bonds = count_at(change_bonds(H, delta, neighbours))
assert n_equal_bonds == 3
H_t2 = with_impurity(clean_hamiltonian(3, t, t2), U)
n_t2 = count_at(H_t2, 3 * t2)
assert n_t2 == 3

small = nearest_three(neighbour_potential(H, -1e-3))
assert abs(small[0]) < 1e-10 and abs(small[1] - small[2]) < 1e-10
assert abs(small[1] / -1e-3 - 1 / 3) < 1e-3
with_U1 = nearest_three(neighbour_potential(H, U1))
assert abs(with_U1[0]) < 1e-9 and abs(with_U1[1] - with_U1[2]) < 1e-9

d_small = 0.01
one_small = nearest_three(change_bonds(H, d_small, neighbours[:1]))[2]
assert abs(one_small / (-2 * d_small**2 / (9 * U)) - 1) < 0.02
H_one = change_bonds(H, delta, neighbours[:1])
n_one_bond = count_at(H_one)
assert n_one_bond == 2
one_bond = nearest_three(H_one)[2]

kT = k_boltzmann * temperature / e_charge
cell_area_cm2 = 9 * np.sqrt(3) / 2 * (lattice_nm * 1e-7)**2
around = energies[np.argsort(np.abs(energies))[:5]]

print(f"hopping t = {t:.2f} eV")
print(f"impurity on-site energy U = {U:.2f} eV")
print(f"lattice constant = {lattice_nm:.3f} nm")
print(f"impurity fraction = {100 / 18:.2f} percent of sites")
print(f"impurity density = {1 / cell_area_cm2:.2e} cm^-2")
print(f"clean: states at zero = {n_clean}")
print(f"clean: states at +sqrt(3) t = {n_root3}, energy {r3:.4f} eV")
print(f"clean: states at +3t = {n_three}, energy {3 * t:.4f} eV")
print(f"clean 4x4 cell: states at zero = {n_four_cell}")
print(f"3x3 cell with impurity: states at zero = {n_impurity}")
print(f"6x6 cell with impurity: states at zero = {n_six_cell}")
print(f"3x3 cell with vacancy: states at zero = {n_vacancy}")
print("five levels nearest zero (eV): "
      + ", ".join(f"{x + 0.0:.4f}" for x in np.round(np.sort(around), 10) + 0.0))
print(f"A zero mode: weight at K = {weight_A_K:.3f}, at K' = {weight_A_Kp:.3f}")
print(f"fourth level E4 = {E4:.4f} eV")
print(f"first-order estimate 2U/9 = {2 * U / 9:.4f} eV")
print(f"third-order estimate = {weak_series(U):.4f} eV")
print(f"strong-impurity limit of |E4| = {E_limit:.4f} eV = {E_limit / t:.4f} t")
print(f"fourth state: weight at K plus K' = {weight4:.4f}")
print(f"fourth state: probability on impurity = {psi4[0]**2:.4f}")
print(f"second-neighbour hopping t2 = {t2:.2f} eV")
print(f"common shift 3 t2 = {3 * t2:.3f} eV, states there = {n_t2}")
print(f"neighbour potential U1 = {U1:.2f} eV")
print(f"B doublet with U1 = {with_U1[1]:.4f} eV, first order {U1 / 3:.4f} eV")
print(f"bond change delta = {delta:.2f} eV")
print(f"three equal bond changes: states at zero = {n_equal_bonds}")
print(f"one bond changed: states at zero = {n_one_bond}")
print(f"one bond changed: lifted level = {1000 * one_bond:.3f} meV")
print(f"leading estimate of that level = {-2000 * delta**2 / (9 * U):.3f} meV")
print(f"thermal energy at {temperature:.0f} K = {kT:.4f} eV")
print("all good")
```

Printed output:

```
hopping t = 2.70 eV
impurity on-site energy U = -5.00 eV
lattice constant = 0.246 nm
impurity fraction = 5.56 percent of sites
impurity density = 2.12e+14 cm^-2
clean: states at zero = 4
clean: states at +sqrt(3) t = 6, energy 4.6765 eV
clean: states at +3t = 1, energy 8.1000 eV
clean 4x4 cell: states at zero = 0
3x3 cell with impurity: states at zero = 3
6x6 cell with impurity: states at zero = 3
3x3 cell with vacancy: states at zero = 3
five levels nearest zero (eV): -0.9574, 0.0000, 0.0000, 0.0000, 3.5492
A zero mode: weight at K = 0.500, at K' = 0.500
fourth level E4 = -0.9574 eV
first-order estimate 2U/9 = -1.1111 eV
third-order estimate = -0.9125 eV
strong-impurity limit of |E4| = 2.2991 eV = 0.8515 t
fourth state: weight at K plus K' = 0.8696
fourth state: probability on impurity = 0.1435
second-neighbour hopping t2 = 0.10 eV
common shift 3 t2 = 0.300 eV, states there = 3
neighbour potential U1 = -1.00 eV
B doublet with U1 = -0.3300 eV, first order -0.3333 eV
bond change delta = 0.20 eV
three equal bond changes: states at zero = 3
one bond changed: states at zero = 2
one bond changed: lifted level = 1.775 meV
leading estimate of that level = 1.778 meV
thermal energy at 300 K = 0.0259 eV
all good
```
